# Interaction energies of two equivalent electrons in jj coupling

## The energy as a sum over multipoles

Place two electrons in the \(3d_{5/2}\) orbitals of a point nucleus with charge number \(Z=80\), and take their Coulomb repulsion to first order. The repulsion energy is 219.5 eV if the total angular momentum is \(J=0\), 189.6 eV if \(J=2\), and 178.0 eV if \(J=4\). The radial distribution of each electron is the same in all three cases. The coupling of the angular momenta alone costs the \(J=0\) pair about 30 eV more than its nearest neighbour.

### Setting and theorem

The orbitals are four-component solutions of the Dirac equation in a central potential,

\[
\psi_{\kappa m}(\mathbf r)=\frac1r\begin{pmatrix}P(r)\,\Omega_{\kappa m}(\mathbf n)\\ iQ(r)\,\Omega_{-\kappa m}(\mathbf n)\end{pmatrix},\qquad \mathbf n=\mathbf r/r .
\]

Here \(P\) and \(Q\) are real and \(j=|\kappa|-\tfrac12\). The spinor \(\Omega_{\kappa m}\) couples the spherical harmonics of degree \(l\) to spin \(\tfrac12\), with \(l=j-\tfrac12\) for \(\kappa<0\) and \(l=j+\tfrac12\) for \(\kappa>0\). The radial density is \(\rho=P^2+Q^2\), with \(\int_0^\infty\rho\,dr=1\). Angular momenta are measured in units of \(\hbar\).

Both electrons occupy the same subshell, which defines the configuration \(j^2\). Their interaction is \(e^2/r_{12}\) in Gaussian units. One-electron energies are equal for all states of \(j^2\), so the splitting comes from the interaction. The magnetic and retarded (Breit) interaction, radiative effects and mixing with other configurations are left out. In the example with \(Z=80\) these omissions amount to several eV, as detailed at the end, so the quoted digits belong to the model.

**Theorem.** To first order within \(j^2\), the allowed values are \(J=0,2,\dots,2j-1\), and the interaction energy is

\[
E_J=\sum_{k=0,2,\dots}^{2j-1}F^k f_k(J),\qquad
f_k(J)=(-1)^{2j+J}N_k^2\begin{Bmatrix}j&j&J\\ j&j&k\end{Bmatrix},
\]

\[
F^k=e^2\int_0^\infty\!\!\int_0^\infty\frac{r_<^k}{r_>^{k+1}}\,\rho(r)\rho(r')\,dr\,dr',
\qquad N_k=\langle j\|C^k\|j\rangle .
\]

If \(j\ge\tfrac32\), then \(E_0>E_J\) for every other allowed \(J\). For \(j=\tfrac12\) only \(J=0\) exists.

The smaller and larger of \(r,r'\) are \(r_<\) and \(r_>\). The tensor \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\) has the reduced element \(N_k\) defined by

\[
\langle jm|C^k_q|jm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix}N_k .
\]

Two properties of 3j symbols are used repeatedly. An exchange of two columns, or a reversal of all three projections, multiplies the symbol by \((-1)\) raised to the sum of its upper entries. The orthogonality relation is

\[
\sum_{mm'}\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix}\begin{pmatrix}j&k'&j\\-m&q'&m'\end{pmatrix}=\frac{\delta_{kk'}\delta_{qq'}}{2k+1}.
\]

### Lemma 1. The reduced element

For either sign of \(\kappa\), \(N_k=0\) when \(k\) is odd. When \(k\) is even,

\[
N_k=(-1)^{j-1/2}(2j+1)\begin{pmatrix}j&k&j\\-\frac12&0&\frac12\end{pmatrix}.
\]

*Proof.* The normalization \(\int C^{k*}_qC^{k'}_{q'}\,d\mathbf n=4\pi\delta_{kk'}\delta_{qq'}/(2k+1)\) gives the expansion

\[
\Omega^\dagger_{\kappa m}\Omega_{\kappa m'}=\sum_{kq}\frac{2k+1}{4\pi}\langle jm|C^k_q|jm'\rangle\,C^{k*}_q(\mathbf n).
\]

Set \(m'=m\) and let \(\mathbf n\) point along \(z\), where \(C^k_q=\delta_{q0}\). Then

\[
\sum_k(2k+1)\langle jm|C^k_0|jm\rangle=4\pi\,|\Omega_{\kappa m}(\hat z)|^2 .
\]

On this axis \(Y_{lm_l}=\delta_{m_l0}\sqrt{(2l+1)/4\pi}\). The projection \(m\) must therefore be carried by the spin, and the right side vanishes unless \(m=\pm\tfrac12\). In that case it equals \((2l+1)\langle l0\,\tfrac12m|jm\rangle^2\).

The squared coupling coefficient follows from a projector. Since \(2\mathbf L\cdot\mathbf S\) equals \(l\) for \(j=l+\tfrac12\) and \(-l-1\) for \(j=l-\tfrac12\), the projector on the upper value of \(j\) is \((l+1+2\mathbf L\cdot\mathbf S)/(2l+1)\). In a state with \(m_l=0\) the mean of \(\mathbf L\cdot\mathbf S\) is zero. The two squared coefficients are thus \((l+1)/(2l+1)\) and \(l/(2l+1)\). Both equal \((j+\tfrac12)/(2l+1)\), so

\[
\sum_k(2k+1)\langle jm|C^k_0|jm\rangle=\tfrac12(2j+1)\,(\delta_{m,1/2}+\delta_{m,-1/2}).
\]

Insert the definition of \(N_k\), multiply by \((-1)^{j-m}\) times the 3j symbol of rank \(k'\) with projections \(-m,0,m\), and sum over \(m\). Orthogonality leaves \(N_{k'}\) on the left. Renaming \(k'\) as \(k\), the right side has two terms. Reversing the projections in the term \(m=-\tfrac12\) gives \((-1)^{2j+k}\), and its phase \((-1)^{j+1/2}\) contributes a further \(-1\) relative to \((-1)^{j-1/2}\). Because \(2j\) is odd, the two factors combine to \((-1)^k\):

\[
N_k=\tfrac12(2j+1)(-1)^{j-1/2}\,[1+(-1)^k]\begin{pmatrix}j&k&j\\-\frac12&0&\frac12\end{pmatrix}.
\]

This is the assertion. ∎

The value of \(l\) has dropped out. Hence the angular products \(\Omega^\dagger_{\kappa m}\Omega_{\kappa m'}\) and \(\Omega^\dagger_{-\kappa m}\Omega_{-\kappa m'}\) are equal at every angle, and the large and small components enter the Coulomb energy through the single density \(\rho\).

### Lemma 2. Separation of radius and angle

For product states of \(j^2\),

\[
\langle m_1m_2|\tfrac{e^2}{r_{12}}|m_3m_4\rangle=\sum_kF^k\sum_q(-1)^q\langle m_1|C^k_q|m_3\rangle\langle m_2|C^k_{-q}|m_4\rangle .
\]

*Proof.* With \(\omega\) the angle between the two position vectors, the generating function of the Legendre polynomials gives

\[
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega),\qquad
P_k(\cos\omega)=\sum_q(-1)^qC^k_q(\mathbf n_1)C^k_{-q}(\mathbf n_2).
\]

Both sides of the second equation are unchanged by a common rotation. If \(\mathbf n_2\) is turned to the \(z\) axis, the sum reduces to \(C^k_0(\mathbf n_1)=P_k(\cos\omega)\), which proves it for all directions. The Coulomb interaction does not change the four-component indices. By Lemma 1, each electron therefore contributes \(\rho(r)\,\Omega^\dagger_{\kappa m}\Omega_{\kappa m'}\) after the volume factor \(r^2\) cancels \(1/r^2\). The radial and angular integrals then factor. ∎

### Lemma 3. The 6j symbol

The coupled state is

\[
|JM\rangle=\sum_{mm'}c_{mm'}|m\rangle_1|m'\rangle_2,\qquad
c_{mm'}=(-1)^M\sqrt{2J+1}\begin{pmatrix}j&j&J\\m&m'&-M\end{pmatrix}.
\]

Exchange of the electrons exchanges the first two columns and gives \((-1)^{2j+J}=-(-1)^J\). States with even \(J\) are thus antisymmetric as they stand, and states with odd \(J\) are excluded. No separate exchange energy is to be added: the expectation value in this antisymmetric state already contains it.

Define \(f_k(J)\) as the expectation value of \(P_k(\cos\omega)\) in \(|JM\rangle\). It does not depend on \(M\), because \(P_k(\cos\omega)\) is a scalar. Averaging over \(M\) cancels the factor \(2J+1\) from the two coupling coefficients:

\[
\begin{aligned}
f_k(J)=N_k^2\sum(-1)^{q+2j-a-b}
&\begin{pmatrix}j&j&J\\a&b&-M\end{pmatrix}
\begin{pmatrix}j&j&J\\c&d&-M\end{pmatrix}\\
&\times\begin{pmatrix}j&k&j\\-a&q&c\end{pmatrix}
\begin{pmatrix}j&k&j\\-b&-q&d\end{pmatrix}.
\end{aligned}
\]

The sum runs over all projections. The 6j symbol is defined by

\[
\begin{aligned}
\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}
=\sum(-1)^{\sum_i(j_i-m_i)}
&\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}
\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\\
&\times\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}
\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.
\end{aligned}
\]

Set \(j_3=J\), \(j_6=k\), the other four entries equal to \(j\), and

\[
(m_1,m_2,m_3,m_4,m_5,m_6)=(-a,-b,M,d,-c,q).
\]

The four symbols now match those in \(f_k(J)\), up to phases:

- The symbol with \(a,b,-M\) agrees directly.
- The symbol with \(c,d,-M\) needs one column exchange and one reversal of projections, whose phases cancel.
- The symbol with \(-a,q,c\) needs one column exchange, which gives \((-1)^{2j+k}\).
- The symbol with \(-b,-q,d\) needs a cyclic permutation, which gives no phase.

Since \(a+b=M\) and \(4j\) is even, \(f_k(J)\) carries the total phase \((-1)^{q+M+k}\). In the 6j symbol, \(\sum_im_i=d-c+q\). The relation \(c+d=M\) gives \(d-c=M-2c\), and \(2c\) is odd, so its phase is \((-1)^{J+k+M+q+1}\). The ratio of the phases is \((-1)^{J+1}=(-1)^{2j+J}\), hence

\[
f_k(J)=(-1)^{2j+J}N_k^2\begin{Bmatrix}j&j&J\\j&j&k\end{Bmatrix}.
\]

Together with Lemma 2 this proves the energy formula. A 3j symbol vanishes unless \(k\le2j\), and \(k\) is even while \(2j\) is odd, so the last rank is \(2j-1\). For \(k=0\), \(P_0=1\) and \(f_0(J)=1\). The monopole \(F^0\) shifts all levels together. ∎

### Coefficients and their meaning

For \(j=\tfrac52\), exact evaluation of the symbols by computer algebra gives \(N_2^2=48/35\), \(N_4^2=4/7\), and

| \(J\) | \(f_2(J)\) | \(f_4(J)\) |
|---|---|---|
| 0 | 8/35 | 2/21 |
| 2 | 4/175 | −1/21 |
| 4 | −4/35 | −1/63 |

As an example of the sign, \(J=2\), \(k=2\) has the 6j symbol \(-1/60\) and the phase \((-1)^{5+2}=-1\). The product is \((-1)(48/35)(-1/60)=4/175\).

Because \(f_k(J)\) is the mean of \(P_k(\cos\omega)\), the coefficients determine the distribution of \(x=\cos\omega\):

\[
w_J(x)=\tfrac12\sum_{k}(2k+1)f_k(J)P_k(x).
\]

A uniform distribution has \(w=\tfrac12\). At \(x=1\), where the electrons lie in the same direction from the nucleus, the ratio to this value for \(J=0\) is \(1+5\cdot\tfrac8{35}+9\cdot\tfrac2{21}=3\). For \(J=2\) it is \(1+\tfrac4{35}-\tfrac37=\tfrac{24}{35}\), and for \(J=4\) it is \(1-\tfrac47-\tfrac17=\tfrac27\).

Odd multipoles are absent, so \(w_J(x)=w_J(-x)\), and the \(J=0\) pair is equally concentrated in opposite directions. These do not compensate. Averaged over \(\omega\) and \(\pi-\omega\), the potential \(1/r_{12}\) contains the even terms \((r_<^k/r_>^{k+1})P_k(\cos\omega)\). Each is largest at \(\cos\omega=\pm1\), since \(|P_k|\le1\). Alignment along a common axis therefore raises the energy.

## Why the pair with J = 0 lies highest

The first half gave \(E_J=\sum_kF^kf_k(J)\) for two electrons in a subshell of angular momentum \(j\), with even \(k\) and even \(J\). Here \(f_k(J)\) is the mean of \(P_k(\cos\omega)\), \(\omega\) is the angle between the electrons, \(N_k\) is the reduced element of \(C^k\), and \(f_0(J)=1\). The Slater integrals \(F^k\) contain the radial density \(\rho=P^2+Q^2\). The coupled state \(|JM\rangle\) has the real coefficient matrix \(c_{mm'}\), normalized by \(\operatorname{Tr}c^\dagger c=1\).

For a fixed rank \(k\), let \(T_q\) be the real matrix of \(C^k_q\) in the states \(|jm\rangle\), and let \(J_i\) be the angular momentum matrices of one electron, in units of \(\hbar\). From \(C^{k*}_q=(-1)^qC^k_{-q}\) follows \(T_q^\dagger=(-1)^qT_{-q}\). The sum \(\sum_qT_qT_q^\dagger\) is the scalar product of a tensor with itself. It commutes with all \(J_i\) and is therefore a multiple of the unit matrix. Its trace is \(N_k^2\), because the squares of the 3j symbols sum to one over all projections. Thus

\[
\sum_qT_qT_q^\dagger=\sum_qT_q^\dagger T_q=S_k\mathbf 1,\qquad S_k=\frac{N_k^2}{2j+1}.
\]

The two sums agree because \(T_q^\dagger T_q=T_{-q}T_{-q}^\dagger\).

### Lemma 4. The pair as a matrix

Define \(U_{mm'}=(-1)^{j-m}\delta_{m',-m}\) and write \(c=AU\). Then

\[
f_k(J)=(-1)^k\sum_q\operatorname{Tr}(A^\dagger T_qAT_q^\dagger),
\]

and the total angular momentum, acting on the pair, replaces \(A\) by \([J_i,A]\).

*Proof.* The matrix \(U\) is real and satisfies \(UU^T=\mathbf 1\). Its use is that it turns a transposed tensor matrix back into the original one. By the definition of the reduced element,

\[
(UT_q^TU^T)_{mn}=(-1)^{j-m}(-1)^{j-n}(-1)^{j+n}\begin{pmatrix}j&k&j\\n&q&-m\end{pmatrix}N_k .
\]

Exchange of the first and third columns gives \((-1)^{2j+k}\), and the three explicit phases combine to \((-1)^{j-m}(-1)^{2j}\). Since \(4j\) is even,

\[
UT_q^TU^T=(-1)^kT_q .
\]

The derivation uses only the tensor rank. For the rank-one matrices it gives \(UJ_i^TU^T=-J_i\). Now write the expectation value of the scalar product with the matrix \(c\):

\[
f_k(J)=\sum_q(-1)^q\operatorname{Tr}(c^\dagger T_q\,c\,T_{-q}^T)
=\sum_q(-1)^q\operatorname{Tr}(A^\dagger T_qA\,UT_{-q}^TU^T).
\]

Here \(c=AU\) was inserted and the trace permuted cyclically. The relation for \(U\) supplies \((-1)^kT_{-q}\), and \((-1)^qT_{-q}=T_q^\dagger\) completes the first claim.

The total angular momentum changes \(c\) into \(J_ic+cJ_i^T\). Its first term acts on electron 1 and its second on electron 2. Hence

\[
J_iAU+AUJ_i^T=(J_iA+AUJ_i^TU^T)U=[J_i,A]\,U,
\]

which is the second claim. ∎

The matrix \(U\) pairs each state \(|n\rangle\) with \((-1)^{j-n}|{-n}\rangle\), which is its time-reversed partner up to a sign common to all \(n\). The element \(A_{mn}\) is the amplitude for electron 1 in \(|m\rangle\) and electron 2 in the partner of \(|n\rangle\).

For \(J=0\) the total angular momentum gives zero, so \(A\) commutes with all \(J_i\). It is then a multiple of the unit matrix, and normalization fixes \(A=\mathbf 1/\sqrt{2j+1}\), apart from a sign without effect. Lemma 4 gives, for even \(k\),

\[
f_k(0)=\frac1{2j+1}\sum_q\operatorname{Tr}(T_qT_q^\dagger)=\frac{N_k^2}{2j+1}=S_k .
\]

### Lemma 5. The difference is a squared norm

For even \(k\),

\[
f_k(0)-f_k(J)=\tfrac12\sum_q\operatorname{Tr}\big([T_q,A]^\dagger[T_q,A]\big)\ge0 .
\]

*Proof.* Multiplying out the commutators gives four traces:

\[
\begin{aligned}
\sum_q\operatorname{Tr}\big([T_q,A]^\dagger[T_q,A]\big)
=\sum_q\operatorname{Tr}\big(&A^\dagger T_q^\dagger T_qA+T_q^\dagger A^\dagger AT_q\\
&-A^\dagger T_q^\dagger AT_q-T_q^\dagger A^\dagger T_qA\big).
\end{aligned}
\]

Each of the first two terms sums to \(S_k\operatorname{Tr}A^\dagger A=S_k\). The last trace is, after a cyclic permutation, \(\operatorname{Tr}(A^\dagger T_qAT_q^\dagger)\), which sums to \(f_k(J)\). In the third term replace \(T_q^\dagger\) by \((-1)^qT_{-q}\) and \(T_q\) by \((-1)^qT_{-q}^\dagger\). Renaming \(-q\) as \(q\) gives \(f_k(J)\) again. The total is \(2S_k-2f_k(J)\), and \(S_k=f_k(0)\). ∎

### Lemma 6. The difference vanishes only for J = 0

Let \(j\ge\tfrac32\) and \(J>0\). Then \(f_2(0)>f_2(J)\).

*Proof.* First, \(N_2\ne0\). The matrix \(3J_z^2-j(j+1)\mathbf 1\) is the \(q=0\) component of a rank-two tensor, so its diagonal elements are proportional to the 3j symbols in \(\langle jm|C^2_0|jm\rangle\). At \(m=\tfrac12\) its element is \(\tfrac34-j(j+1)\), which is nonzero for \(j\ge\tfrac32\). The 3j symbol in Lemma 1 is therefore nonzero.

Suppose now that \(f_2(0)=f_2(J)\). By Lemma 5, \(A\) commutes with every \(T_q\) of rank two. It also commutes with

\[
V_i=\sum_q[J_i,T_q]T_q^\dagger,
\]

since \([J_i,T_q]\) is a combination of the same tensor components. The sum over \(q\) is unaffected by the unitary mixing of the \(T_q\) under rotation, so the \(V_i\) transform as the components of a vector. Within a single \(j\), the Wigner–Eckart theorem then gives \(V_i=aJ_i\).

It remains to show that \(a\ne0\). For \(i=z\), \([J_z,T_q]=qT_q\) and \(V_z=\sum_qqT_qT_q^\dagger\). Set \(x_q=\operatorname{Tr}(J_zT_qT_q^\dagger)\) and \(\tau=\operatorname{Tr}(T_qT_q^\dagger)=N_k^2/(2k+1)\). Moving \(J_z\) past \(T_q\) gives

\[
x_q=\operatorname{Tr}(J_zT_q^\dagger T_q)+q\tau=x_{-q}+q\tau .
\]

Therefore

\[
\operatorname{Tr}(J_zV_z)=\sum_qqx_q=\tfrac12\sum_qq(x_q-x_{-q})=\tfrac12\tau\sum_qq^2=\frac{N_k^2k(k+1)}6 ,
\]

where \(\sum_qq^2=k(k+1)(2k+1)/3\). Division by \(\operatorname{Tr}J_z^2=j(j+1)(2j+1)/3\) yields

\[
a=\frac{N_k^2\,k(k+1)}{2j(j+1)(2j+1)},
\]

which is positive for \(k=2\). Thus \(A\) commutes with every \(J_i\). By Lemma 4 the total angular momentum of the pair vanishes, contrary to \(J>0\). ∎

### Proof of the ordering

The density \(\rho\) is nonnegative and normalized, and \(r_<^k/r_>^{k+1}\) is positive, so every \(F^k\) is positive. The monopole cancels in a difference of levels:

\[
E_0-E_J=\sum_{k=2,4,\dots}^{2j-1}F^k\,[f_k(0)-f_k(J)] .
\]

By Lemma 5 no term is negative, and by Lemma 6 the term \(k=2\) is positive when \(J>0\). Hence \(E_0>E_J\). ∎

### Conditions and consequences

The sign of the interaction matters. An attraction with the same radial dependence reverses every \(F^k\) and puts \(J=0\) lowest. For another central repulsion, the same proof holds if the \(k=2\) radial integral is positive and the higher even ones are nonnegative. This condition is sufficient but not necessary. For \(j=\tfrac52\), \(f_4(0)\) also exceeds \(f_4(2)\) and \(f_4(4)\), so \(F^4>0\) with \(F^2=0\) again puts \(J=0\) highest. Even rank matters too. The scalar product \(\mathbf j_1\cdot\mathbf j_2=\tfrac12[J(J+1)-2j(j+1)]\) has rank one, and its smallest value occurs at \(J=0\).

The theorem leaves the order of the other levels open. For \(j=\tfrac52\) the coefficients of the first half give

\[
E_2-E_4=\tfrac{24}{175}F^2-\tfrac2{63}F^4 .
\]

This is positive for Coulomb repulsion, because \(r_<^4/r_>^5\le r_<^2/r_>^3\) implies \(F^4\le F^2\).

The mean over all antisymmetric states follows from a trace. The projector on these states is half the difference between the unit operator and the exchange operator. For \(k\ge2\), \(\operatorname{Tr}T_q=0\), so only the exchange part contributes:

\[
\sum_{J\ \mathrm{even}}(2J+1)f_k(J)=-\tfrac12\sum_q(-1)^q\operatorname{Tr}(T_qT_{-q})=-\tfrac12N_k^2 .
\]

There are \(j(2j+1)\) states, hence

\[
\overline E=F^0-\sum_{k\ge2}\frac{N_k^2}{2j(2j+1)}F^k .
\]

### The two 3d electrons

For the opening example, each electron moves in the field of the point charge alone, \(V=-Ze^2/r\). With \(\alpha=e^2/\hbar c\) and the energy \(\varepsilon\) measured from \(mc^2\), the radial equations are

\[
P'=-\frac\kappa rP+\frac{\varepsilon-V+2mc^2}{\hbar c}Q,\qquad
Q'=\frac\kappa rQ-\frac{\varepsilon-V}{\hbar c}P .
\]

The \(3d_{5/2}\) orbital has \(\kappa=-3\) and no radial node. Insert \(P\propto r^\gamma e^{-\lambda r}\) and \(Q=sP\). The terms in \(1/r\) require

\[
\gamma=3+Z\alpha s,\qquad s(\gamma+3)=-Z\alpha,
\]

so \(\gamma=\sqrt{9-Z^2\alpha^2}\) and \(s=-(3-\gamma)/(Z\alpha)\). The constant terms give \(\varepsilon=\hbar c\lambda s\) and \(\lambda(1+s^2)=-2s\,mc/\hbar\). Since \(1+s^2=6/(3+\gamma)\), the last equation becomes \(\lambda=Z\alpha mc/(3\hbar)=Z/(3a_0)\), with \(a_0=\hbar^2/me^2\). For \(Z=80\), \(Z\alpha=0.5838\), \(\gamma=2.9427\) and \(s=-0.0982\).

The normalized density is \(\rho=(2\lambda)^{2\gamma+1}r^{2\gamma}e^{-2\lambda r}/\Gamma(2\gamma+1)\). In \(F^k\) the regions \(r'<r\) and \(r'>r\) contribute equally. Putting \(r'=tr\) in the first and integrating over \(r\) gives

\[
F^k=4\lambda e^2\frac{\Gamma(4\gamma+1)}{\Gamma(2\gamma+1)^2}\int_0^1\frac{t^{2\gamma+k}}{(1+t)^{4\gamma+1}}\,dt .
\]

Numerical quadrature yields \(F^0=190.4\) eV, \(F^2=100.1\) eV and \(F^4=65.2\) eV. With the coefficients in the table of the first half,

\[
\begin{aligned}
E_0&=190.4+22.9+6.2=219.5\ \text{eV},\\
E_2&=190.4+2.3-3.1=189.6\ \text{eV},\\
E_4&=190.4-11.4-1.0=178.0\ \text{eV}.
\end{aligned}
\]

In hartree these are 8.07, 6.97 and 6.54. The upper gap is

\[
E_0-E_2=\tfrac{36}{175}F^2+\tfrac17F^4=20.6+9.3=29.9\ \text{eV}.
\]

The quadrupole supplies about two thirds of it. The mean energy is \(F^0-\tfrac8{175}F^2-\tfrac2{105}F^4=184.6\) eV. The single \(J=0\) state lies about 35 eV above this mean of the 15 states.

A scale for the neglected mixing with other \(3d^2\) configurations comes from the one-electron energies of the Dirac–Coulomb problem,

\[
\varepsilon_{n\kappa}=mc^2\left\{\left[1+\left(\frac{Z\alpha}{n-|\kappa|+\sqrt{\kappa^2-Z^2\alpha^2}}\right)^2\right]^{-1/2}-1\right\}.
\]

For \(n=3\), the values \(\kappa=-3\) and \(\kappa=2\) differ by about 195 eV, several times the gaps between the \(J\) levels. This comparison does not bound the mixing with configurations outside \(3d^2\). For a point nucleus \(3p_{3/2}\) is degenerate with \(3d_{3/2}\), so \(3p_{3/2}^2\) lies as close as \(3d_{3/2}^2\). Diagonalizing the Coulomb interaction within \(3d^2\) moves the levels \(J=0,2,4\) to 220.7, 189.7 and 178.6 eV. Including all \(n=3\) orbitals moves them to 226.3, 191.4 and 178.6 eV, and the upper gap grows to about 35 eV. The Breit interaction, taken to first order within \(j^2\), adds 3.8, 1.6 and about 0 eV. Both corrections keep \(J=0\) highest. The pair is doubly excited. It can decay by emitting an electron, or a photon in the transition \(3d_{5/2}\to2p_{3/2}\), whose width in the dipole approximation is about 2 eV per electron. The first-order model omits both decays. If the fine-structure splitting were comparable with the repulsion gaps, the states would no longer belong to a single \(j^2\) configuration, and the theorem would not determine their order.
